**Rotated stiffness of silicon along [110]**

For a cubic crystal with cube-axis stiffnesses $C_{11}$, $C_{12}$ and $C_{44}$, the longitudinal stiffness along [110] with the sides held is $(C_{11}+C_{12}+2C_{44})/2$. The program rotates the four-index tensor numerically and asserts agreement with all 36 closed-form matrix entries, for silicon and for five random sets of constants. It also asserts the strain-energy result, the formula for a general direction, the small-tilt formulas, Young's modulus from matrix inversion, and the moduli of the three plane waves along [110]. The finite-strain, adiabatic and free-electron corrections are compared with numerical derivatives of their energies. The output gives 194.4 GPa for the longitudinal stiffness and 169.1 GPa for Young's modulus along the same direction. It also lists the stresses and pulse transit time for a 500 µm wafer, and the sizes of the neglected effects. Density, thermal data, third-order constants and the deformation potential are rough typical inputs.

## Verification by program

```python
# Result under test: for a cubic crystal the longitudinal stiffness along [110]
# (uniaxial strain, sides held) is (C11 + C12 + 2*C44)/2, about 194 GPa for Si.
# C11, C12, C44: stiffnesses in the cube axes, GPa.
# New axes: x' = [110]/sqrt2, y' = [-110]/sqrt2, z' = [001].
# Voigt order 11,22,33,23,13,12 with engineering shear strains.
import numpy as np
from scipy.constants import k as k_B, e as q_e

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def cubic_matrix(c11, c12, c44):
    m = np.diag([c11, c11, c11, c44, c44, c44]).astype(float)
    for i in range(3):
        for j in range(3):
            if i != j:
                m[i, j] = c12
    return m


def to_tensor(m):
    t = np.zeros((3, 3, 3, 3))
    for a, (i, j) in enumerate(PAIRS):
        for b, (k, l) in enumerate(PAIRS):
            for p, q in ((i, j), (j, i)):
                for r, s in ((k, l), (l, k)):
                    t[p, q, r, s] = m[a, b]
    return t


def to_matrix(t):
    return np.array([[t[i, j, k, l] for (k, l) in PAIRS] for (i, j) in PAIRS])


def rotate(t, R):
    return np.einsum('ip,jq,kr,ls,pqrs->ijkl', R, R, R, R, t, optimize=True)


def along(t, n):
    return np.einsum('ijkl,i,j,k,l->', t, n, n, n, n)


def closed_form_matrix(c11, c12, c44):
    m = np.zeros((6, 6))
    m[0, 0] = m[1, 1] = (c11 + c12 + 2*c44)/2
    m[0, 1] = m[1, 0] = (c11 + c12 - 2*c44)/2
    m[0, 2] = m[2, 0] = m[1, 2] = m[2, 1] = c12
    m[2, 2] = c11
    m[3, 3] = m[4, 4] = c44
    m[5, 5] = (c11 - c12)/2
    return m


def closed_form_direction(c11, c12, c44, n):
    s = n[0]**2*n[1]**2 + n[1]**2*n[2]**2 + n[2]**2*n[0]**2
    return c11 - 2*(c11 - c12 - 2*c44)*s


# Inputs: usual room-temperature silicon constants
C11, C12, C44 = 165.7, 63.9, 79.6
R = np.array([[1, 1, 0], [-1, 1, 0], [0, 0, np.sqrt(2)]])/np.sqrt(2)
n110 = R[0]
assert np.allclose(R @ R.T, np.eye(3)) and np.isclose(np.linalg.det(R), 1)

# Four-index rotation against every closed-form entry; random directions
rng = np.random.default_rng(4)
cases = [(C11, C12, C44)]
for _ in range(5):
    shear, c12, c44 = rng.uniform(20, 150, 3)
    cases.append((c12 + shear, c12, c44))
quarter_turn = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 1]])
for c in cases:
    t = to_tensor(cubic_matrix(*c))
    assert np.allclose(rotate(t, quarter_turn), t)
    assert np.allclose(to_matrix(rotate(t, R)), closed_form_matrix(*c), atol=1e-9)
    for _ in range(5):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        assert np.isclose(along(t, n), closed_form_direction(*c, n))

tensor = to_tensor(cubic_matrix(C11, C12, C44))
rotated = to_matrix(rotate(tensor, R))
C_long = rotated[0, 0]

# Strain energy in the cube axes, engineering shear from the strain tensor
strain = 1e-3
eps = strain*np.outer(n110, n110)
eps_voigt = np.array([eps[i, j]*(1 if i == j else 2) for i, j in PAIRS])
energy = 0.5*eps_voigt @ cubic_matrix(C11, C12, C44) @ eps_voigt
assert np.isclose(2*energy/strain**2, (C11 + C12 + 2*C44)/2)

# Order of the three main directions
n111 = np.ones(3)/np.sqrt(3)
C_100, C_111 = along(tensor, np.array([1., 0, 0])), along(tensor, n111)
assert C_100 < C_long < C_111

# Young's modulus: free sides, from inversion of the rotated matrix
E_young = 1/np.linalg.inv(rotated)[0, 0]
E_formula = 1/(C11/(2*(C11 - C12)*(C11 + 2*C12)) + 1/(4*C44))
assert np.isclose(E_young, E_formula) and E_young < C_long

# Plane waves along [110]
wave_matrix = np.einsum('ijkl,j,l->ik', tensor, n110, n110)
moduli, modes = np.linalg.eigh(wave_matrix)
assert np.allclose(moduli, sorted([(C11 - C12)/2, C44, (C11 + C12 + 2*C44)/2]))
assert np.isclose(abs(modes[:, 2] @ n110), 1)
density = 2330.0          # kg/m^3, rough
thickness_um = 500.0
speeds = np.sqrt(moduli*1e9/density)
transit_ns = thickness_um*1e-6/speeds[2]*1e9

# Small tilts away from [110]
tilt = np.radians(1.0)
A = C11 - C12 - 2*C44
n_up = np.cos(tilt)*n110 + np.sin(tilt)*R[2]
n_in = np.cos(tilt)*n110 + np.sin(tilt)*R[1]
d_up, d_in = along(tensor, n_up) - C_long, along(tensor, n_in) - C_long
assert np.isclose(d_up, -A*tilt**2, rtol=1e-3)   # next order is tilt^4
assert np.isclose(d_in, 2*A*tilt**2, rtol=1e-3)
assert d_up > 0 > d_in

# Finite strain: rough third-order constants, GPa
C111, C112, C166 = -800.0, -450.0, -300.0


def finite_energy(u, idle):
    """Energy density for displacement gradient u along [110], sides held."""
    F = np.eye(3) + u*np.outer(n110, n110)
    g = 0.5*(F.T @ F - np.eye(3))
    h1, h2, h3 = np.diag(g)
    h4, h5, h6 = 2*g[1, 2], 2*g[0, 2], 2*g[0, 1]
    v = np.array([h1, h2, h3, h4, h5, h6])
    c123, c144, c456 = idle
    cubic = (C111*(h1**3 + h2**3 + h3**3)/6
             + C112*(h1**2*(h2 + h3) + h2**2*(h1 + h3) + h3**2*(h1 + h2))/2
             + c123*h1*h2*h3
             + c144*(h1*h4**2 + h2*h5**2 + h3*h6**2)/2
             + C166*(h1*(h5**2 + h6**2) + h2*(h4**2 + h6**2)
                     + h3*(h4**2 + h5**2))/2
             + c456*h4*h5*h6)
    return 0.5*v @ cubic_matrix(C11, C12, C44) @ v + cubic


C111_rot = (C111 + 3*C112 + 12*C166)/4
nonlinear = (3*C_long + C111_rot)*strain**2/2
step = 1e-5
for idle in ((0., 0., 0.), (-300., 200., 500.)):
    slope = (finite_energy(strain + step, idle)
             - finite_energy(strain - step, idle))/(2*step)
    # the next power of strain enters at the 0.3 % level of the correction
    assert np.isclose(slope - C_long*strain, nonlinear, rtol=1e-2)

# Adiabatic minus isothermal stiffness
T0 = 300.0
expansion = 2.6e-6        # 1/K, rough
heat_capacity = 710.0     # J/(kg K), rough
c_vol = density*heat_capacity
beta = expansion*(C11 + 2*C12)*1e9


def thermal_energy(e):
    """Thermal part of internal energy at constant (zero) entropy, J/m^3."""
    T = T0*np.exp(-beta*e/c_vol)
    free = -beta*e*(T - T0) - c_vol*(T*np.log(T/T0) - (T - T0))
    entropy = beta*e + c_vol*np.log(T/T0)
    return free + T*entropy


adiabatic = T0*beta**2/c_vol
h = 1e-3
curvature = (thermal_energy(h) - 2*thermal_energy(0.) + thermal_energy(-h))/h**2
assert np.isclose(curvature, adiabatic, rtol=1e-3)
# thermal stress of a uniform expansion is the same along every axis
thermal_stress = np.einsum('ijkk->ij', tensor)*expansion*1e9
assert np.allclose(thermal_stress, beta*np.eye(3))

# Electrons moving between the six valleys (non-degenerate)
Xi = 9.0                  # eV, rough uniaxial deformation potential
kT = k_B*T0/q_e           # eV
valleys = np.vstack([np.eye(3), -np.eye(3)])


def electron_energy(e):
    """Free energy per electron in eV for strain e along [110]."""
    shifts = Xi*np.einsum('vi,ij,vj->v', valleys, e*np.outer(n110, n110), valleys)
    return -kT*np.log(np.mean(np.exp(-shifts/kT)))


h = 2e-5
per_electron = (electron_energy(h) - 2*electron_energy(0.)
                + electron_energy(-h))/h**2
assert np.isclose(per_electron, -Xi**2/(18*kT), rtol=1e-3)
n_light, n_heavy = 1e15, 1e19     # cm^-3
d_light = -n_light*1e6*Xi**2/(18*kT)*q_e/1e9
d_heavy = -n_heavy*1e6*Xi**2/(18*kT)*q_e/1e9

# Warming, rough fractional coefficient
temp_coeff, warming = -7e-5, 100.0
d_warm = C_long*temp_coeff*warming

print(f"Input C11, C12, C44: {C11:.1f}, {C12:.1f}, {C44:.1f} GPa")
print(f"Anisotropy A = C11-C12-2C44: {A:.1f} GPa")
print("Rotated stiffness matrix (GPa):")
for row in rotated:
    print(" ".join(f"{x + 0.0 if abs(x) > 1e-9 else 0.0:7.1f}" for x in row))
print(f"Longitudinal stiffness [110]: {C_long:.1f} GPa")
print(f"Same in N/m^2: {C_long*1e9:.3e}")
print(f"Longitudinal stiffness [100]: {C_100:.1f} GPa")
print(f"Longitudinal stiffness [111]: {C_111:.1f} GPa")
print(f"Young's modulus [110], free sides: {E_young:.1f} GPa")
print(f"Imposed strain: {100*strain:.1f} %")
print(f"Strain energy density: {energy*1e6:.1f} kJ/m^3")
stress = rotated[:3, 0]*strain*1e3
print("Stresses x', y', z': " + ", ".join(f"{s:.1f}" for s in stress) + " MPa")
print(f"Density (rough): {density:.0f} kg/m^3")
print(f"Wafer thickness: {thickness_um:.0f} um")
print(f"Longitudinal speed [110]: {speeds[2]:.0f} m/s")
print(f"Shear speed, z' polarized: {speeds[1]:.0f} m/s")
print(f"Shear speed, y' polarized: {speeds[0]:.0f} m/s")
print(f"One-way transit time: {transit_ns:.1f} ns")
print("--- neglected effects (rough inputs) ---")
print(f"Temperature coefficient: {temp_coeff:.0e} 1/K")
print(f"Stiffness change, +{warming:.0f} K: {d_warm:.2f} GPa")
print(f"C111, C112, C166: {C111:.0f}, {C112:.0f}, {C166:.0f} GPa")
print(f"Rotated C111': {C111_rot:.1f} GPa")
print(f"Finite-strain stress change: {nonlinear*1e3:.3f} MPa")
print(f"Same, relative: {100*nonlinear/(C_long*strain):.2f} %")
print(f"1 deg tilt towards [001]: {d_up:+.4f} GPa")
print(f"1 deg tilt within (001): {d_in:+.4f} GPa")
print(f"Temperature T: {T0:.0f} K")
print(f"Expansion coefficient: {expansion:.1e} 1/K")
print(f"Heat capacity: {heat_capacity:.0f} J/(kg K)")
print(f"Thermal stress coefficient beta: {beta/1e6:.3f} MPa/K")
print(f"Adiabatic minus isothermal: {adiabatic/1e9:.3f} GPa")
print(f"Deformation potential: {Xi:.1f} eV")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Electron effect at {n_light:.0e} cm^-3: {d_light:.1e} GPa")
print(f"Electron effect at {n_heavy:.0e} cm^-3: {d_heavy:.2f} GPa")
print("ALL CHECKS PASSED")
```

Printed output:

```
Input C11, C12, C44: 165.7, 63.9, 79.6 GPa
Anisotropy A = C11-C12-2C44: -57.4 GPa
Rotated stiffness matrix (GPa):
  194.4    35.2    63.9     0.0     0.0     0.0
   35.2   194.4    63.9     0.0     0.0     0.0
   63.9    63.9   165.7     0.0     0.0     0.0
    0.0     0.0     0.0    79.6     0.0     0.0
    0.0     0.0     0.0     0.0    79.6     0.0
    0.0     0.0     0.0     0.0     0.0    50.9
Longitudinal stiffness [110]: 194.4 GPa
Same in N/m^2: 1.944e+11
Longitudinal stiffness [100]: 165.7 GPa
Longitudinal stiffness [111]: 204.0 GPa
Young's modulus [110], free sides: 169.1 GPa
Imposed strain: 0.1 %
Strain energy density: 97.2 kJ/m^3
Stresses x', y', z': 194.4, 35.2, 63.9 MPa
Density (rough): 2330 kg/m^3
Wafer thickness: 500 um
Longitudinal speed [110]: 9134 m/s
Shear speed, z' polarized: 5845 m/s
Shear speed, y' polarized: 4674 m/s
One-way transit time: 54.7 ns
--- neglected effects (rough inputs) ---
Temperature coefficient: -7e-05 1/K
Stiffness change, +100 K: -1.36 GPa
C111, C112, C166: -800, -450, -300 GPa
Rotated C111': -1437.5 GPa
Finite-strain stress change: -0.427 MPa
Same, relative: -0.22 %
1 deg tilt towards [001]: +0.0175 GPa
1 deg tilt within (001): -0.0350 GPa
Temperature T: 300 K
Expansion coefficient: 2.6e-06 1/K
Heat capacity: 710 J/(kg K)
Thermal stress coefficient beta: 0.763 MPa/K
Adiabatic minus isothermal: 0.106 GPa
Deformation potential: 9.0 eV
Thermal energy kT: 0.02585 eV
Electron effect at 1e+15 cm^-3: -2.8e-05 GPa
Electron effect at 1e+19 cm^-3: -0.28 GPa
ALL CHECKS PASSED
```
